\section*{Growth rate and complex index from reflectance above an unknown multilayer}

\section{The decision}

A layer is growing on a stack of earlier layers, and a reflectance trace is to tell how long the growth must continue. Before anything can be fitted, one has to decide how much of the buried stack to model. Each buried layer brings a thickness and a complex index, and an error in any of them can spread into the growth rate and hence into the stopping time. If the stack can be replaced by one complex number, the fit has five real unknowns however many layers lie below.

A film on a bare substrate shows how this works, and its trace can be inverted by hand.

\section{A transparent film by hand}

Light of vacuum wavelength $\lambda$ falls at normal incidence from an ambient of index 1. Let $k_0=2\pi/\lambda$, take the time factor $e^{-i\omega t}$, and measure $y$ downward from the plane where the film began. With a suitably scaled magnetic field $H$, Maxwell's equations are
\begin{equation}
E'=ik_0H,\qquad H'=ik_0N^2E ,
\label{eq:maxwell}
\end{equation}
where $N$ is the local index. For now the film has real index $N=n$ and the substrate real index $S$. The film holds a downward wave and an upward wave with amplitude ratio $v$:
\begin{equation}
E=a\left(e^{ik_0Ny}+v\,e^{-ik_0Ny}\right),\qquad
H=Na\left(e^{ik_0Ny}-v\,e^{-ik_0Ny}\right).
\label{eq:waves}
\end{equation}
The second expression is $E'/(ik_0)$. Both fields are continuous at $y=0$, where the substrate, carrying a downward wave alone, requires $H/E=S$. Hence $N(1-v)/(1+v)=S$, or $v=(N-S)/(N+S)$.

At time $t$ the surface lies at $y=-Gt$, where $G$ is the growth rate. Taking the factor $e^{-ik_0NGt}$ out of \eqref{eq:waves} gives
\begin{equation}
\left.\frac HE\right|_{\rm surface}=N\,\frac{1-z}{1+z},\qquad z=v\,e^{2ik_0NGt}.
\end{equation}
In the ambient, $H/E=(1-r)/(1+r)$, with $r$ the measured reflection amplitude. Solving for $r$,
\begin{equation}
r=\frac{1-H/E}{1+H/E}=\frac{(1-N)+(1+N)z}{(1+N)+(1-N)z}.
\end{equation}
Division by $1+N$ leads to
\begin{equation}
R(t)=|r|^2=\left|\frac{s+z}{1+sz}\right|^2,\qquad s=\frac{1-N}{1+N}.
\label{eq:R}
\end{equation}

Now take $n=2.4$, $S=3.8$, $\lambda=650$ nm and $G=0.5$ nm/s. The trace swings between $R=0.3403$ and $R=0.0420$ with period $\lambda/(2nG)=650/2.4=270.8$ s. Suppose that only these three numbers are known. With $a=|s|$ and $\rho=|v|$, the square roots of the extremes are
\begin{equation}
A=\frac{a+\rho}{1+a\rho}=0.5833,\qquad B=\frac{|a-\rho|}{1-a\rho}=0.2050 .
\end{equation}
Since $1+a\rho\pm(a+\rho)=(1\pm a)(1\pm\rho)$, and similarly for $B$, it helps to define $m=(1+\rho)/(1-\rho)$. For $n>1$ one also has $n=(1+a)/(1-a)$. Then
\begin{equation}
nm=\frac{1+A}{1-A}=3.800,\qquad
\frac nm\ \text{or}\ \frac mn=\frac{1+B}{1-B}=1.516 .
\end{equation}
The second relation has two readings because $B$ contains a modulus. They give
\begin{equation}
n=\sqrt{3.800\times1.516}=2.40\quad\text{or}\quad n=\sqrt{3.800/1.516}=1.58 .
\end{equation}
The period fixes $nG=650/(2\times270.8)=1.20$ nm/s, so $G=0.50$ or $0.76$ nm/s.

A less noisy trace at the same wavelength cannot settle the choice. For real $s$,
\begin{equation}
1-R=\frac{|1+sz|^2-|s+z|^2}{|1+sz|^2}
=\frac{(1-s^2)(1-|v|^2)}{|1+sz|^2},
\label{eq:swap}
\end{equation}
because the cross terms in the numerator cancel and $|z|=|v|$. The right side is unchanged when $|s|$ and $|v|$ are exchanged with the phase of $sz$ kept. A film of index $S/n=1.583$ makes this exchange on the same substrate, since
\begin{equation}
\frac{1-S/n}{1+S/n}=\frac{n-S}{n+S},\qquad
\frac{S/n-S}{S/n+S}=\frac{1-n}{1+n}.
\end{equation}
With equal $nG$ the two traces coincide. Other knowledge, such as a rough value of the index or of the growth rate, must choose between them.

\section{Any buried stack}

The derivation used the substrate only through the ratio $H/E$ at $y=0$, and it never used the reality of $N$. Let the film now have $N=n+ik$ with $k\ge0$, and let any linear, isotropic, laterally uniform layers lie below, graded ones included. Equations \eqref{eq:maxwell} are linear, and the condition that no wave comes up from deep in the substrate leaves one solution, apart from its overall amplitude. The ratio $Y=H/E$ at $y=0$ is therefore a fixed complex number, and
\begin{equation}
v=\frac{N-Y}{N+Y}
\end{equation}
carries everything that the stack does to the trace. Equation \eqref{eq:R} holds as it stands.

The plane $y=0$ need not be a material interface. It is the surface at the moment the clock starts, and it may lie inside the growing film. Starting the clock later by $t_0$ multiplies $v$ by $e^{2ik_0NGt_0}$ and leaves $n$, $k$ and $G$ alone. One can thus wait until a graded transition is buried. The replacement fails if the buried layers change during the window or if the light is not coherent across the stack. If only the growth rate or the composition of the new film drifts, $Y$ stays fixed, but the exponential form of $z$ with constant $N$ and $G$ no longer holds. Nor can the stack be reconstructed from $v$, since different stacks can share one value.

A fit should not impose $|v|\le1$. The power flowing down through the plane is proportional to $\mathrm{Re}\,Y$, which a passive stack keeps non-negative. From $Y=N(1-v)/(1+v)$,
\begin{equation}
|1+v|^2\,\mathrm{Re}\,Y=\mathrm{Re}\left[(n+ik)(1-|v|^2-2i\,\mathrm{Im}\,v)\right]
=n(1-|v|^2)+2k\,\mathrm{Im}\,v\ge0 .
\end{equation}
Since $\mathrm{Im}\,v\le|v|$, this gives $|v|^2-2\kappa|v|-1\le0$ with $\kappa=k/n$, so
\begin{equation}
|v|\le\kappa+\sqrt{1+\kappa^2},
\end{equation}
which exceeds 1 in an absorbing film.

\section{What fixes each unknown}

In an absorbing film $|z|$ decays. For small $z$, the derivative $dr/dz=1-s^2$ at $z=0$ gives
\begin{equation}
R\simeq|s|^2+2\,\mathrm{Re}\left[s^*(1-s^2)z\right].
\label{eq:late}
\end{equation}
This is a constant plus a damped oscillation with angular frequency $2k_0nG$ and decay rate $2k_0kG$. The ratio of the two rates is $\kappa$. The constant is
\begin{equation}
R_\infty=\frac{(n-1)^2+k^2}{(n+1)^2+k^2}.
\end{equation}
Clearing the denominator, with $k=\kappa n$ and $b=(1+R_\infty)/(1-R_\infty)$, gives $(1+\kappa^2)n^2-2bn+1=0$. The product of the roots is $1/(1+\kappa^2)\le1$, so at most one root exceeds 1. For a film with $n>1$ it is the larger one:
\begin{equation}
n=\frac{b+\sqrt{b^2-1-\kappa^2}}{1+\kappa^2}.
\end{equation}
The frequency then yields $G$, and the amplitude and phase of the oscillation yield $v$. Absorption removes the exchange ambiguity, because $|s|$ stays constant while $|z|$ decays. The decay must be visible above the noise, however: as $k\to0$ the two solutions again become indistinguishable.

Two limits carry no such information. If $v=0$ there are no fringes and hence no growth rate. If $k=0$ and $|v|=1$, equation \eqref{eq:swap} gives $R=1$ at all times.

\section{The fitting procedure}

Nonlinear least squares needs starting values, and a scan can supply them. Write $z=vp$ with $p=e^{2ik_0NGt}$, and multiply \eqref{eq:R} by its denominator:
\begin{equation}
R\left(1+|s|^2|z|^2+2\,\mathrm{Re}\,sz\right)=|s|^2+|z|^2+2\,\mathrm{Re}\,s^*z .
\end{equation}
Collecting the terms that contain $v$,
\begin{equation}
R-|s|^2=|v|^2|p|^2(1-R|s|^2)+2\,\mathrm{Re}\left[(s^*-Rs)\,p\,v\right].
\label{eq:linear}
\end{equation}
For trial values of $N$ and $G$ this is linear in $|v|^2$, $\mathrm{Re}\,v$ and $\mathrm{Im}\,v$. Treating these as three independent unknowns makes each trial a small linear problem. The procedure is:
\begin{enumerate}
\item Scan $nG$, $n$ and $k$. Choose the steps in $nG$ fine enough that the accumulated phase $2k_0nGt$ is wrong by well under a radian at the end of the window.
\item At each point solve \eqref{eq:linear}, keep $\mathrm{Re}\,v$ and $\mathrm{Im}\,v$, and compute the misfit from \eqref{eq:R}.
\item Refine the best candidates, taken from different values of $nG$, in all five parameters, and keep the lowest misfit.
\end{enumerate}

The refinement uses the complex derivatives
\begin{equation}
\frac{\partial r}{\partial z}=\frac{1-s^2}{(1+sz)^2},\quad
\frac{\partial r}{\partial s}=\frac{1-z^2}{(1+sz)^2},\quad
\frac{ds}{dN}=\frac{-2}{(1+N)^2},
\end{equation}
together with $\partial z/\partial N=2ik_0Gt\,z$, $\partial z/\partial G=2ik_0Nt\,z$ and $\partial z/\partial v=p$. The chain rule gives $D=dr/dN$. Then $\partial R/\partial n=2\,\mathrm{Re}(r^*D)$ and, because $dN=i\,dk$, $\partial R/\partial k=-2\,\mathrm{Im}(r^*D)$. The same pair of rules serves $\mathrm{Re}\,v$ and $\mathrm{Im}\,v$.

Let $J$ be the matrix of these derivatives at the sample times. Small noise $\epsilon$ shifts the parameters by $(J^TJ)^{-1}J^T\epsilon$. For independent noise of standard deviation $\sigma$ their covariance is therefore $\sigma^2(J^TJ)^{-1}$.

\section{A film on a hidden stack}

The parameters are rough typical values for arsenide vapour-phase epitaxy near 950 K with a red probe: $\lambda=650$ nm, $N=3.60+0.10i$ and $G=0.50$ nm/s. From the top, the hidden layers have indices $3.25+0.01i$, $3.95+0.30i$, $3.25+0.01i$ and $3.95+0.30i$, and thicknesses 60, 45, 85 and 40 nm. The substrate has $4.05+0.35i$. Matching the fields layer by layer gives the trace and $v=0.0682+0.1522i$.

At $t=0$, $s=-0.5654-0.0094i$, so $|s+v|^2=0.2676$ and $|1+sv|^2=0.9347$. Their ratio is $R=0.286$. The fringe period is $650/(2\times3.60)=90.3$ nm, or 181 s. For a very thick film $R_\infty=0.3198$, so $b=1.3198/0.6802=1.940$. With $\kappa=0.0278$ the root formula returns $n=3.60$.

The fit sees 600 s of data, sampled every 2 s, with independent Gaussian noise of 0.001 in $R$. It is told nothing about the stack. It returns
\begin{align}
n&=3.6001\pm0.0006, & k&=0.1002\pm0.0005,\\
G&=0.4999\pm0.0001\ \text{nm/s}, & v&=0.0679+0.1521i,
\end{align}
with standard errors after the signs. The growth rate is 1.80 $\mu$m/h. If $n$ is confined between 1 and 2.2, the best solution found for the noise-free trace misses it by 0.010 rms, ten times the noise. The low-index alternative of the transparent film is thus excluded for this window. The margin shrinks with the window: the best low-index misfit found is 0.0067 for 360 s and 0.0016 for 180 s, and for 90 s a transparent film with $n\simeq1.42$ and $G\simeq1.23$ nm/s matches the trace to $1\times10^{-4}$, well inside the noise.

With the noise and sampling interval held fixed, the predicted standard error of $n$ depends strongly on the window. It is 0.12 for 90 s, 0.0027 for 180 s, 0.0008 for 360 s and 0.0006 for 600 s. These are linearized errors about the correct solution. For half a fringe they amount to 3.5\% in $n$ and 0.7\% in $G$, but repeated noisy fits scatter by about 4\% and 1\%, other starting times give 0.9 to 5\% in $n$ and 0.5 to 3.6\% in $G$, and the low-index solution is not yet excluded. One whole fringe brings the standard error of $n$ below 0.1\% for every starting time tried.

\section{Calibration sets the accuracy}

Suppose the reflectometer reads $(1+g)R$. To first order in $z$, equation \eqref{eq:late} can absorb this error completely. A changed $n$ rescales the constant, a changed $v$ rescales the oscillation, and $nG$ and $kG$ keep their values. For small $k$ the constant is $R_\infty\simeq[(n-1)/(n+1)]^2$, with $dR_\infty/dn=4(n-1)/(n+1)^3$. Hence
\begin{equation}
\delta n=\frac{gR_\infty}{dR_\infty/dn}=\frac{g(n^2-1)}4,\qquad
\frac{\delta G}{G}\simeq-\frac{\delta n}{n}.
\end{equation}
For $g=0.01$ this is $0.01\times11.96/4=0.030$, or 0.83\% of $n$. Refitting the noise-free example with its reflectance raised by 1\% changes $n$ by $+0.83\%$, $G$ by $-0.82\%$ and $nG$ by $0.002\%$.

Random noise alone gives $G$ a standard error of 0.02\%, so a gain error of 1\% matters nearly forty times as much. The fit gives no warning: its rms residual from this cause is $8\times10^{-5}$, far below the noise. Making the gain a sixth unknown leaves the terms of second and higher order in $z$ to separate it from $n$. The standard error of $G$ then rises to 0.003 nm/s, or 0.6\%.

Other departures from the model were sized in the same way, by computing noise-free traces that contain them and refitting with \eqref{eq:R}. Biases are percentages of the original values.

\begin{center}
\begin{tabular}{lrrrr}
Effect & $n$ & $k$ & $G$ & rms residual\\
\hline
offset $+0.001$ in $R$ & $+0.27$ & $+0.30$ & $-0.27$ & $1\times10^{-5}$\\
bandwidth 10 nm & $+0.02$ & $+2.9$ & $-0.04$ & $1\times10^{-4}$\\
incidence $3^\circ$ & $+0.13$ & $+0.15$ & $-0.14$ & $<10^{-15}$\\
heating by 2 K & $+0.01$ & $+1.2$ & $+0.01$ & $5\times10^{-5}$\\
rate drift 1\% & $+0.03$ & $+0.01$ & $-0.08$ & $5\times10^{-4}$\\
rough layer 2 nm & $-0.11$ & $-0.12$ & $+0.11$ & $2\times10^{-6}$
\end{tabular}
\end{center}

The bandwidth is the full width at half maximum of a Gaussian spectrum, with $dn/d\lambda=-0.0015$ nm$^{-1}$ in every layer. Heating is linear over the window, with $n$ and $k$ of every layer rising by $5\times10^{-4}$ per kelvin. The rate rises linearly by 1\% about an unchanged mean. The rough layer is a constant surface layer, half film and half void, with its index from the Bruggeman effective-medium formula. These slopes and sizes are rough assumptions.

The vanishing residual at oblique incidence has a simple origin. The trace was computed for light polarized perpendicular to the plane of incidence. At angle $\theta$, $N$ is then replaced in the surface reflection by $N_\theta=\sqrt{N^2-\sin^2\theta}/\cos\theta$. The phase contains $\sqrt{N^2-\sin^2\theta}\,G=N_\theta\,(G\cos\theta)$. Equation \eqref{eq:R} therefore still holds, with $N_\theta$ and $G\cos\theta$ in place of $N$ and $G$. At $3^\circ$, $\cos\theta=0.9986$, which accounts for the bias of $-0.14\%$ in $G$. For the other polarization the biases change sign, to $-0.13\%$ in $n$ and $+0.12\%$ in $G$, and in unpolarized light they nearly cancel.

The assumption most damaging to $G$ among those sized here is perfect calibration: a 1\% gain error would misjudge a 300 nm layer by about 2.5 nm. The absorption index suffers more from bandwidth. Its shift under heating is partly real, since $k$ itself rises by 1\% over the window. If the target is instead an optical thickness $nd$ at the probe wavelength and growth temperature, the stopping time depends on $nG$, and in this example a constant gain error of 1\% largely drops out once a full fringe has been recorded: it shifts $nG$ by up to 0.17\% for a 180 s window, depending on the starting time, and by 0.002\% for 600 s. A gain that drifts is not cancelled in this way: a linear drift of 1\% across the window shifts $nG$ by 0.35\% for 180 s, with no visible residual, and by 0.05\% for 600 s, where it also lowers $k$ by about 5\%. A target at another wavelength or at room temperature keeps this protection only if the ratio of the index there to the film's true index at the probe wavelength and growth temperature is known independently. Dividing an absolute value of the second index by the fitted $n$ is not enough, because the fitted $n$ carries the gain error. A room-temperature target must also allow for the thermal contraction of the layer on cooling from 950 K, roughly 0.3 to 0.4\% of its thickness for an expansion coefficient of 5 to $6.5\times10^{-6}$ K$^{-1}$.
